# Temperature-Dependent Deuterium Occupation of the Agostic Site in CH2D: a program that tests the result

```python
"""
Deuterium in the agostic site of a CH2D group.

Result under test:  f(T) = 1 / (1 + 2 exp(eps / (R T)))
  f    fraction of CH2D groups whose D sits in the agostic site
  eps  E(D agostic) - E(D terminal), kJ/mol; positive: D prefers terminal
  There are one agostic and two equivalent terminal sites.

Independent roads: harmonic partition functions of a 12-mode methyl model,
a quantum hindered rotor, and an NMR exchange matrix.
Model parameters are round values, not data for a particular compound.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc

R = sc.R / 1000.0                      # kJ/(mol K)
KJ = sc.N_A / 1000.0                   # J per particle -> kJ/mol
m_H = sc.m_p + sc.m_e
m_D = sc.physical_constants["deuteron mass"][0] + sc.m_e
m_C = 12.0 * sc.atomic_mass

# ---------------- inputs ----------------
nu_t, nu_a = 2950.0, 2600.0            # local C-H stretches, cm^-1
r_CH, r_MC = 1.10, 2.10                # angstrom
k_MC, k_side = 200.0, 30.0             # N/m
k_HCH, k_MCH = 0.50e-18, 0.35e-18      # J/rad^2
barrier = 10.0                         # kJ/mol
shift_t, shift_a = 2.0, -8.0           # ppm
spectrometer = 400.0                   # MHz, so 1 ppm = 400 Hz
temperatures = [180.0, 220.0, 260.0, 300.0, 350.0]
bend_factor = 1.2                      # stiffer agostic M-C-H bend
terminal_split = 0.2                   # kJ/mol between terminal sites
intrinsic_shift = -0.02                # ppm, isotope shift without exchange
open_energy = 10.0                     # kJ/mol, form without agostic contact


def fraction(eps, T):
    """Derived formula for D in the agostic site of CH2D."""
    return 1.0 / (1.0 + 2.0 * np.exp(eps / (R * T)))


# ---------------- vibrational model ----------------
mu_H = m_H * m_C / (m_H + m_C)
mu_D = m_D * m_C / (m_D + m_C)


def stretch_constant(nu):
    return mu_H * (2 * np.pi * sc.c * 100.0 * nu) ** 2


k_t, k_a = stretch_constant(nu_t), stretch_constant(nu_a)
site_angles = np.array([0.0, 2 * np.pi / 3, -2 * np.pi / 3])  # site 0: agostic
carbon = np.array([0.0, 0.0, r_MC])
sin_tilt = np.sqrt(8.0) / 3.0
bond_dirs = np.column_stack([sin_tilt * np.cos(site_angles),
                             sin_tilt * np.sin(site_angles),
                             np.full(3, 1.0 / 3.0)])
x_eq = np.concatenate([carbon, (carbon + r_CH * bond_dirs).ravel()])


def internal_coordinates(x):
    """Metal fixed at the origin; x holds C and three H, angstrom."""
    c, h = x[:3], x[3:].reshape(3, 3)
    bonds = h - c
    lengths = np.linalg.norm(bonds, axis=1)
    u = bonds / lengths[:, None]
    to_metal = -c / np.linalg.norm(c)
    hch = [np.arccos(u[i] @ u[j]) for i, j in ((0, 1), (0, 2), (1, 2))]
    mch = [np.arccos(u[i] @ to_metal) for i in range(3)]
    torsion = np.mean(np.arctan2(bonds[:, 1], bonds[:, 0]))
    return np.array([np.linalg.norm(c), c[0], c[1], *lengths,
                     *hch, *mch, torsion])


step = 1e-4
B = np.column_stack([
    (internal_coordinates(x_eq + step * e)
     - internal_coordinates(x_eq - step * e)) / (2 * step)
    for e in np.eye(12)])
k_torsion = 4.5 * barrier / KJ         # curvature of V/2 (1 - cos 3 phi)


def hessian(agostic_bend=1.0):
    lengths = np.array([k_MC, k_side, k_side, k_a, k_t, k_t]) * 1e-20
    angles = [k_HCH] * 3 + [k_MCH * agostic_bend, k_MCH, k_MCH, k_torsion]
    return B.T @ np.diag(np.concatenate([lengths, angles])) @ B * 1e20


def frequencies(hess, site_masses):
    """Angular frequencies, rad/s."""
    masses = np.repeat([m_C, *site_masses], 3)
    w2 = np.linalg.eigvalsh(hess / np.sqrt(np.outer(masses, masses)))
    assert w2[0] > 0
    return np.sqrt(w2)


def placements(hess, odd, rest):
    """Frequencies with the odd isotope at site 0, 1, 2 in turn."""
    return [frequencies(hess, [odd if i == s else rest for i in range(3)])
            for s in range(3)]


def log_q(omega, T):
    u = sc.hbar * omega / (sc.k * T)
    return -np.sum(u / 2 + np.log1p(-np.exp(-u)))


def vibrational_fraction(sets, T):
    """Probability that the odd isotope is in the agostic site."""
    logs = np.array([log_q(w, T) for w in sets])
    weights = np.exp(logs - logs.max())
    return weights[0] / weights.sum()


def preference(sets, T):
    return -R * T * (log_q(sets[0], T) - log_q(sets[1], T))


def zero_point_preference(sets):
    return 0.5 * sc.hbar * KJ * (sets[0].sum() - sets[1].sum())


ch2d = placements(hessian(), m_D, m_H)
chd2 = placements(hessian(), m_H, m_D)
eps = zero_point_preference(ch2d)
r_iso = np.sqrt(mu_H / mu_D)
eps_local = 0.5 * sc.h * sc.c * 100 * KJ * (1 - r_iso) * (nu_t - nu_a)
assert eps > 0
assert abs(eps_local / eps - 1) < 0.10   # local stretch neglects coupling

f_vib = {T: vibrational_fraction(ch2d, T) for T in temperatures}
for T in temperatures:
    assert abs(f_vib[T] - fraction(eps, T)) < 0.002
    h_agostic = 1 / (1 + 2 * np.exp(-eps / (R * T)))
    assert abs(vibrational_fraction(chd2, T) - h_agostic) < 0.003

# slope from the partition functions against the derived slope
T_mid = 260.0
slope_vib = (vibrational_fraction(ch2d, T_mid + 1)
             - vibrational_fraction(ch2d, T_mid - 1)) / 2
f_mid = fraction(eps, T_mid)
slope = f_mid * (1 - f_mid) * eps / (R * T_mid**2)
assert abs(slope_vib / slope - 1) < 0.03

# classical limit: the preference itself vanishes as 1/T
T_hot = 20000.0
eps_hot = preference(ch2d, T_hot)
eps_hot_law = (KJ * sc.hbar**2 * (1 / m_H - 1 / m_D) * (k_t - k_a)
               / (24 * sc.k * T_hot))
assert abs(eps_hot / eps_hot_law - 1) < 0.02
assert eps_hot < 0.1 * eps

# expansion for a small preference
x = sp.symbols("x")
series = sp.series(1 / (1 + 2 * sp.exp(x)), x, 0, 3).removeO()
claimed = sp.Rational(1, 3) - 2 * x / 9 + x**2 / 27
assert sp.simplify(series - claimed) == 0

# ---------------- quantum hindered rotor ----------------
inertia = (2 * m_H + m_D) * (r_CH * sin_tilt * 1e-10) ** 2
rot_const = sc.hbar**2 / (2 * inertia) * KJ
m = np.arange(-40, 41)
diff = m[:, None] - m[None, :]
sector = np.sinc(diff / 3.0) / 3.0     # D within 60 degrees of agostic site


def rotor_hamiltonian(height, pref):
    h = np.diag(rot_const * m**2 + height / 2 + pref / 3)
    h = h - height / 4 * (np.abs(diff) == 3)
    return h + pref / 3 * (np.abs(diff) == 1)


def rotor_fraction(height, pref, T):
    e, v = np.linalg.eigh(rotor_hamiltonian(height, pref))
    w = np.exp(-(e - e[0]) / (R * T))
    in_sector = np.einsum("ik,ij,jk->k", v, sector, v)
    return w @ in_sector / w.sum()


f_rot = {T: rotor_fraction(barrier, eps, T) for T in temperatures}
for T in temperatures:
    assert abs(f_rot[T] - fraction(eps, T)) < 0.005
T_cold = temperatures[0]
f_free = rotor_fraction(0.0, eps, T_cold)
assert abs(f_free - fraction(eps, T_cold)) > 0.005  # free rotation differs
levels = np.linalg.eigvalsh(rotor_hamiltonian(barrier, 0.0))
tunnel = levels[1] - levels[0]
assert tunnel < 0.05 * eps

# ---------------- NMR exchange ----------------
# States: D at agostic, terminal 1, terminal 2. The followed proton is
# one site ahead of D, so it sees terminal, terminal, agostic.
proton_ppm = np.array([shift_t, shift_t, shift_a])


def hop_rate(T):
    return sc.k * T / sc.h * np.exp(-barrier / (R * T))


def exchange_eigenvalues(pref, T, k0):
    rates = np.full((3, 3), k0)        # rates[j, i]: from i to j
    rates[1:, 0] = k0 * np.exp(pref / (R * T))
    np.fill_diagonal(rates, 0.0)
    generator = rates - np.diag(rates.sum(axis=0))
    omega = 2 * np.pi * spectrometer * proton_ppm
    return np.linalg.eigvals(generator + 1j * np.diag(omega))


def averaged_line(pref, T):
    """Position in ppm and exchange width in Hz of the surviving line."""
    ev = exchange_eigenvalues(pref, T, hop_rate(T))
    ev = ev[np.argmax(ev.real)]
    return ev.imag / (2 * np.pi * spectrometer), -ev.real / np.pi


span = shift_t - shift_a
iso_shift = {}
for T in temperatures:
    f = fraction(eps, T)
    line_d, line_h = averaged_line(eps, T)[0], averaged_line(0.0, T)[0]
    assert abs(line_d - (shift_t - (1 - f) * span / 2)) < 1e-3
    assert abs(line_h - (shift_t - span / 3)) < 1e-3
    iso_shift[T] = line_d - line_h
    assert abs(iso_shift[T] - span * (3 * f - 1) / 6) < 1e-3
slow = exchange_eigenvalues(eps, T_cold, 1.0).imag
slow = np.sort(slow / (2 * np.pi * spectrometer))
assert np.allclose(slow, np.sort(proton_ppm), atol=0.01)

# ---------------- sizes of neglected effects at 300 K ----------------
T0 = 300.0
f0 = fraction(eps, T0)


def invert(delta):
    """Apparent fraction and preference from an isotope shift in ppm."""
    fa = 1 / 3 + 2 * delta / span
    return fa, R * T0 * np.log((1 - fa) / (2 * fa))


stiff = placements(hessian(bend_factor), m_D, m_H)
eps_stiff = zero_point_preference(stiff)
assert eps_stiff < eps
half = terminal_split / 2
energies = np.array([eps, half, -half])
boltz = np.exp(-energies / (R * T0))
f_split = boltz[0] / boltz.sum()
f_intr, eps_intr = invert(iso_shift[T0] + intrinsic_shift)
w_open = np.exp(-open_energy / (R * T0))
mean_h = shift_t - span / (3 + 3 * w_open)
mean_d = shift_t - span / (2 + np.exp(-eps / (R * T0)) + 3 * w_open)
f_open, eps_open = invert(mean_d - mean_h)

# ---------------- output ----------------
print(f"terminal, agostic C-H stretch: {nu_t:.0f}, {nu_a:.0f} cm^-1")
print(f"terminal, agostic force constant: {k_t:.1f}, {k_a:.1f} N/m")
print(f"C-H length {r_CH:.2f}, M-C length {r_MC:.2f} angstrom")
print(f"M-C stretch, sideways constants: {k_MC:.0f}, {k_side:.0f} N/m")
print(f"H-C-H, M-C-H bends: {k_HCH*1e18:.2f}, {k_MCH*1e18:.2f} aJ/rad^2")
print(f"rotation barrier: {barrier:.1f} kJ/mol")
print(f"terminal, agostic shift: {shift_t:.1f}, {shift_a:.1f} ppm")
print(f"spectrometer: {spectrometer:.0f} MHz")
print(f"frequency ratio r = sqrt(mu_CH/mu_CD): {r_iso:.4f}")
print(f"eps, local-stretch estimate: {eps_local:.4f} kJ/mol")
print(f"eps, twelve-mode model (used below): {eps:.4f} kJ/mol")
print(f"eps converted: {eps / KJ / sc.e * 1000:.3f} meV")
print("T in K; eps/RT; f formula; f vibrational; f rotor; shift in ppm")
for T in temperatures:
    print(f"  {T:.0f}  {eps/(R*T):.4f}  {fraction(eps, T):.4f}  "
          f"{f_vib[T]:.4f}  {f_rot[T]:.4f}  {iso_shift[T]:.4f}")
print(f"slope df/dT at 260 K, formula: {slope:.3e} 1/K")
print(f"slope df/dT at 260 K, vibrational: {slope_vib:.3e} 1/K")
x0 = eps / (R * T0)
print(f"f at 300 K, first-order expansion: {1/3 - 2*x0/9:.4f}")
print(f"f at 300 K, second order: {1/3 - 2*x0/9 + x0**2/27:.4f}")
h0 = 1 / (1 + 2 * np.exp(-x0))
print(f"CHD2, H agostic at 300 K, formula: {h0:.4f}")
print(f"CHD2, same, vibrational: {vibrational_fraction(chd2, T0):.4f}")
print(f"preference at 20000 K, model: {eps_hot:.4f} kJ/mol")
print(f"preference at 20000 K, 1/T law: {eps_hot_law:.4f} kJ/mol")
print(f"free rotor f at 180 K (formula does not apply): {f_free:.4f}")
print(f"rotational constant: {rot_const:.4f} kJ/mol")
print(f"tunnelling splitting, equal wells: {tunnel:.2e} kJ/mol")
print(f"hop rate at 180 K: {hop_rate(T_cold):.2e} 1/s")
print(f"angular shift span: {2*np.pi*spectrometer*span:.2e} rad/s")
print(f"exchange width at 180 K: {averaged_line(eps, T_cold)[1]:.1e} Hz")
drift = preference(ch2d, 350.0) - eps
drift_stiff = preference(stiff, 350.0) - eps_stiff
print(f"thermal drift of eps, 0 to 350 K: {drift:.2e} kJ/mol")
print(f"agostic bend stiffened by factor {bend_factor:.1f}:")
print(f"  eps {eps_stiff:.4f} kJ/mol, f(300 K) {fraction(eps_stiff, T0):.4f}")
print(f"  thermal drift, 0 to 350 K: {drift_stiff:.2e} kJ/mol")
print(f"terminal sites split by {terminal_split:.1f} kJ/mol:")
print(f"  f(300 K) {f_split:.5f}, against {f0:.5f} unsplit")
print(f"intrinsic isotope shift {intrinsic_shift:.2f} ppm, if ignored:")
print(f"  apparent f(300 K) {f_intr:.4f}, eps {eps_intr:.4f} kJ/mol")
print(f"open form {open_energy:.0f} kJ/mol higher, if ignored:")
print(f"  Boltzmann factor at 300 K: {w_open:.4f}")
print(f"  apparent f(300 K) {f_open:.4f}, eps {eps_open:.4f} kJ/mol")
print("every check passed")
```

Printed output:

```
terminal, agostic C-H stretch: 2950, 2600 cm^-1
terminal, agostic force constant: 476.7, 370.3 N/m
C-H length 1.10, M-C length 2.10 angstrom
M-C stretch, sideways constants: 200, 30 N/m
H-C-H, M-C-H bends: 0.50, 0.35 aJ/rad^2
rotation barrier: 10.0 kJ/mol
terminal, agostic shift: 2.0, -8.0 ppm
spectrometer: 400 MHz
frequency ratio r = sqrt(mu_CH/mu_CD): 0.7342
eps, local-stretch estimate: 0.5564 kJ/mol
eps, twelve-mode model (used below): 0.5584 kJ/mol
eps converted: 5.788 meV
T in K; eps/RT; f formula; f vibrational; f rotor; shift in ppm
  180  0.3731  0.2561  0.2561  0.2576  -0.3861
  220  0.3053  0.2692  0.2693  0.2709  -0.3204
  260  0.2583  0.2786  0.2786  0.2804  -0.2737
  300  0.2239  0.2856  0.2856  0.2874  -0.2389
  350  0.1919  0.2921  0.2922  0.2941  -0.2060
slope df/dT at 260 K, formula: 1.997e-04 1/K
slope df/dT at 260 K, vibrational: 2.000e-04 1/K
f at 300 K, first-order expansion: 0.2836
f at 300 K, second order: 0.2854
CHD2, H agostic at 300 K, formula: 0.3848
CHD2, same, vibrational: 0.3848
preference at 20000 K, model: 0.0321 kJ/mol
preference at 20000 K, 1/T law: 0.0321 kJ/mol
free rotor f at 180 K (formula does not apply): 0.2677
rotational constant: 0.0465 kJ/mol
tunnelling splitting, equal wells: 6.70e-08 kJ/mol
hop rate at 180 K: 4.70e+09 1/s
angular shift span: 2.51e+04 rad/s
exchange width at 180 K: 3.2e-03 Hz
thermal drift of eps, 0 to 350 K: -1.14e-03 kJ/mol
agostic bend stiffened by factor 1.2:
  eps 0.4664 kJ/mol, f(300 K) 0.2932
  thermal drift, 0 to 350 K: 1.87e-02 kJ/mol
terminal sites split by 0.2 kJ/mol:
  f(300 K) 0.28540, against 0.28556 unsplit
intrinsic isotope shift -0.02 ppm, if ignored:
  apparent f(300 K) 0.2816, eps 0.6076 kJ/mol
open form 10 kJ/mol higher, if ignored:
  Boltzmann factor at 300 K: 0.0182
  apparent f(300 K) 0.2873, eps 0.5371 kJ/mol
every check passed
```
